# Energy per Logarithmic Interval of a Rutherford Recoil Spectrum

A beam of protons crosses a thin silicon layer and knocks atoms out of their lattice sites. The problem asks how the energy given to these atoms is shared between soft and hard recoils, and how much of it is available for making damage.

A projectile of mass \(M_1\), charge number \(Z_1\) and kinetic energy \(E\) meets atoms of mass \(M_2\) and charge number \(Z_2\), initially at rest. Collisions are binary, elastic and non-relativistic. Until part (f) the force is the bare Coulomb repulsion of the nuclei, with potential energy \(\kappa/r\), where \(\kappa=Z_1Z_2e^2/(4\pi\varepsilon_0)\). The energy received by the struck atom is the recoil energy \(T\). A recoil counts as damaging if \(T\ge T_d\), the displacement threshold.

Data: \(E=1.0\) MeV protons of mass 1.00728 u; silicon with \(Z_2=14\), \(M_2=28.085\) u and \(N=49.94\) atoms per nm³; \(T_d=15\) eV; layer thickness 1.0 µm; fluence \(10^{14}\) cm⁻², which is 1 nm⁻²; \(e^2/(4\pi\varepsilon_0)=1.43996\) eV nm.

## (a) Relate the recoil energy to the scattering angle and the impact parameter.

**Solution.** Let \(v\) be the projectile speed. The centre of mass moves at \(V=M_1v/(M_1+M_2)\). In its frame the target atom approaches with velocity \(-\mathbf V\). An elastic collision keeps its speed and turns its direction by the centre-of-mass angle \(\theta\). The change of velocity is the same in both frames, and two vectors of length \(V\) at angle \(\theta\) differ by \(2V\sin(\theta/2)\). The atom started at rest in the laboratory, so this is its final speed:

\[
T=\tfrac12M_2\,4V^2\sin^2\frac\theta2
=\frac{2M_2M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac\theta2 .
\]

With \(M_1v^2=2E\),

\[
T=T_m\sin^2\frac\theta2,\qquad T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E. \tag{1}
\]

For the angle, use the relative motion, with reduced mass \(\mu=M_1M_2/(M_1+M_2)\) and energy

\[
E_{cm}=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}E .
\]

The orbit is symmetric about the line from the force centre to the point of closest approach. Measure the polar angle \(\varphi\) from that line. The two asymptotes lie at \(\varphi=\pm(\pi-\theta)/2\). The momentum changes along the symmetry line by \(2\mu v\sin(\theta/2)\), which must equal the impulse of the force component along it:

\[
2\mu v\sin\frac\theta2=\int\frac{\kappa}{r^2}\cos\varphi\,dt .
\]

Angular momentum is conserved, \(\mu r^2\dot\varphi=\mu vb\), with \(b\) the impact parameter. Hence \(dt/r^2=d\varphi/(vb)\) and

\[
2\mu v\sin\frac\theta2=\frac{\kappa}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi=\frac{2\kappa}{vb}\cos\frac\theta2 ,
\]

because \(\sin[(\pi-\theta)/2]=\cos(\theta/2)\). Solving for \(b\) and using \(\mu v^2=2E_{cm}\),

\[
b=\frac{\kappa}{\mu v^2}\cot\frac\theta2=\frac d2\cot\frac\theta2,\qquad d=\frac{\kappa}{E_{cm}}. \tag{2}
\]

The length \(d\) is the distance of closest approach in a head-on collision, where \(\kappa/d=E_{cm}\).

For the data, \(E_{cm}=965.4\) keV and \(T_m=133.7\) keV. With \(\kappa=14\times1.43996=20.16\) eV nm, \(d=20.16/965400=2.088\times10^{-5}\) nm, or 20.88 fm.

## (b) Find the recoil spectrum.

**Solution.** By (2) a closer collision has a larger angle, and by (1) a larger \(T\). Recoils above \(T\) therefore come from the disc of radius \(b(T)\). With \(\cot^2 x=1/\sin^2x-1\), its area is

\[
\sigma(>T)=\pi b^2=\frac{\pi d^2}{4}\left(\frac{T_m}{T}-1\right)
=C\left(\frac1T-\frac1{T_m}\right),\qquad C=\frac{\pi d^2T_m}{4}. \tag{3}
\]

This area shrinks as \(T\) grows, so the density of recoils in \(T\) is minus its derivative:

\[
\frac{d\sigma}{dT}=-\frac{d}{dT}\sigma(>T)=\frac{C}{T^2},\qquad 0<T\le T_m. \tag{4}
\]

Inserting \(d=\kappa(M_1+M_2)/(M_2E)\) and \(T_m\),

\[
C=\frac\pi4\,\frac{\kappa^2(M_1+M_2)^2}{M_2^2E^2}\,\frac{4M_1M_2E}{(M_1+M_2)^2}
=\pi\frac{M_1}{M_2}\frac{\kappa^2}{E}. \tag{5}
\]

A slower projectile gives more recoils at each allowed \(T\), but its spectrum ends earlier. For the data,

\[
C=\frac\pi4(2.088\times10^{-5})^2(1.337\times10^{5})=4.58\times10^{-5}\ \text{eV nm}^2 .
\]

## (c) How is the recoil energy distributed over \(\ln T\)? Is another power law possible?

**Solution.** Recoils in \(dT\) carry the energy-weighted cross-section

\[
T\,d\sigma=C\frac{dT}{T}=C\,d(\ln T). \tag{6}
\]

An interval from \(T_1\) to \(T_2\) inside the spectrum receives \(C\ln(T_2/T_1)\), which depends on the ratio of its ends alone. Each full decade receives \(C\ln10=1.054\times10^{-4}\) eV nm². The number of recoils falls by ten from one decade to the next, while the energy of each rises by ten.

For a spectrum \(d\sigma/dT=AT^{-p}\), the same step gives \(T\,d\sigma=AT^{2-p}\,d(\ln T)\). Moving an interval up by one decade multiplies its energy by \(10^{2-p}\). Among power laws, equality thus requires \(p=2\). For \(p<2\) hard recoils dominate, for \(p>2\) soft ones.

The result can be tested without (2), by integrating the orbit numerically. For any central potential energy \(V(r)\),

\[
\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_{cm}-b^2/r^2}}, \tag{7}
\]

where \(r_0\) is the closest approach, at which the root vanishes. Summing \(T\) over impact parameter with \(V=\kappa/r\) gave \(4.5791\times10^{-5}\) eV nm² per unit \(\ln T\) in each of the intervals 15–150, 150–1500, 1500–15 000 and 15 000–133 699 eV. This equals \(C\) to the digits shown. The last interval ends at \(T_m\) and is 2.1875 wide in \(\ln T\) instead of 2.3026, so its total is smaller.

## (d) Find the total energy, the mean recoil energy, and the recoil energy that divides the total in half.

**Solution.** Integrating (6) from \(T_d\) to \(T_m\),

\[
S=C\ln\frac{T_m}{T_d}. \tag{8}
\]

Both limits matter: \(S\) grows without bound if \(T_d\to0\) or, at fixed \(C\), if \(T_m\to\infty\). The growth is slow, however. The number of damaging recoils is measured by (3) at \(T=T_d\), so the mean energy is

\[
\bar T=\frac{S}{\sigma(>T_d)}=\frac{\ln(T_m/T_d)}{1/T_d-1/T_m}. \tag{9}
\]

The half-energy point \(T_h\) satisfies \(\ln(T_m/T_h)=\tfrac12\ln(T_m/T_d)\), hence

\[
T_h=\sqrt{T_dT_m}. \tag{10}
\]

Here \(\ln(T_m/T_d)=9.095\), so \(S=4.165\times10^{-4}\) eV nm². The mean is \(\bar T=136\) eV and \(T_h=\sqrt{15\times133\,700}=1416\) eV. The first decade holds 90 % of the recoils but only \(2.3026/9.095=25\,\%\) of the energy.

The choice of threshold affects the two quantities very differently. Raising \(T_d\) from 15 to 30 eV removes \(\ln2/9.095=7.6\,\%\) of the energy, but about half of the recoils.

## (e) Is the damage energy also equal in each logarithmic interval? What about the number of displaced atoms?

**Solution.** A recoil spends part of its energy on exciting electrons. The damage energy \(\nu(T)\) is the part left for atomic motion after the whole cascade. Weighting (4) with \(\nu\) instead of \(T\),

\[
\frac{dD}{d(\ln T)}=T\,\nu(T)\frac{C}{T^2}=C\,\frac{\nu(T)}{T}. \tag{11}
\]

Write \(u=\ln T\) and \(h(u)=\nu/T\). Equal damage energy in all intervals of width \(w\) means that \(\int_u^{u+w}h\,du'\) does not depend on \(u\). Differentiation gives \(h(u+w)=h(u)\). If this holds for every \(w\), then \(h\) is constant. The equality found in (c) therefore passes to damage energy if, and only if, the fraction \(\nu/T\) is the same for all recoils.

The Lindhard model supplies this fraction. For a silicon recoil in silicon, with \(Z=14\), let

\[
a_L=\frac{0.8853\,a_0}{\sqrt2\,Z^{1/3}},\qquad
E_L=\frac{2Z^2e^2}{4\pi\varepsilon_0a_L}=41.07\ \text{keV},\qquad \varepsilon=\frac T{E_L},
\]

where \(a_0\) is the Bohr radius. In this unit, and with path length \(x\) measured by \(\rho=N\pi a_L^2x\), the Lindhard–Scharff electronic stopping is \(k\sqrt\varepsilon\), with \(k=0.1466\). Over a path \(d\rho\) a recoil loses \(k\sqrt\varepsilon\,d\rho\) to electrons, or it may hit an atom and share its energy with it. Balancing the damage energy before and after this path gives

\[
k\sqrt\varepsilon\,\frac{d\nu}{d\varepsilon}=\int_0^{\varepsilon}\left[\nu(\varepsilon-\tau)+\nu(\tau)-\nu(\varepsilon)\right]d\hat\sigma(\tau), \tag{12}
\]

where \(\nu\) is in units of \(E_L\), \(\tau\) is the energy transferred and \(d\hat\sigma\) the cross-section divided by \(\pi a_L^2\). Binding energies are neglected. The Robinson fit to the solution is

\[
\frac{\nu}{T}=\frac1{1+kg(\varepsilon)},\qquad
g=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon. \tag{13}
\]

Equation (12) was also solved directly with the Thomas–Fermi form

\[
d\hat\sigma=\frac{f(x)}{2x^3}\,\varepsilon\,d\tau,\quad x=\sqrt{\varepsilon\tau},\quad
f=1.309\,x^{1/3}\left[1+(2.618\,x^{4/3})^{2/3}\right]^{-3/2},
\]

starting from \(\nu=\varepsilon\) at \(\varepsilon=10^{-10}\). Between \(T_d\) and \(T_m\) the fit differs from the solution of (12) by less than 3 %. The largest difference is at \(T_m\), where a converged solution lies 2.9 % below the fit. The values quoted below use the fit; the converged solution gives \(\nu/T=0.44\) at \(T_m\) and \(0.563\,C\) in the last interval. This tests the fit, not the Lindhard model itself.

Since \(g\) increases with \(\varepsilon\), \(\nu/T\) decreases with \(T\). It falls from 0.88 at \(T_d\) to 0.45 at \(T_m\). Averaged over the four intervals of (c), the damage energy per unit \(\ln T\) is

\[
0.860\,C,\quad0.805\,C,\quad0.724\,C,\quad0.571\,C .
\]

Over nearly four decades of \(T\) the distribution is level to within about a factor of two, but it is not flat.

For displaced atoms, take the Norgett–Robinson–Torrens (NRT) rule, with the lower threshold placed here on the recoil energy \(T\). A recoil with \(T\ge T_d\) displaces one atom if \(\nu<2.5T_d\), and \(0.4\nu/T_d\) atoms otherwise. In the second range the number per unit \(\ln T\) is \(0.4\,C(\nu/T)/T_d\), proportional to (11). In the first it is \(C/T\), which equals \(C/T_d\) at threshold, more than twice the value \(0.4\,C/T_d\) that the other branch cannot exceed. The lowest interval should thus have an excess. The four intervals give 1.43, 0.98, 0.88 and 0.70, in units of \(10^{-6}\) nm² per unit \(\ln T\). The rule is usually written with the threshold on the damage energy, \(\nu\ge T_d\), which here means \(T\ge17\) eV. That form lowers the first value to 1.27 and leaves the others unchanged.

## (f) When does screening by the electrons destroy the equality?

**Solution.** Electrons weaken the repulsion at large distance, and soft recoils come from distant collisions. Screening therefore acts first at the low end of the spectrum. Take the ZBL universal potential, \(V=(\kappa/r)\,\phi(r/a)\), with

\[
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},\qquad \phi(y)=\sum_i c_ie^{-\alpha_iy},
\]

\(c_i=(0.18175,\,0.50986,\,0.28022,\,0.02817)\) and \(\alpha_i=(3.1998,\,0.94229,\,0.4029,\,0.20162)\). For both projectiles below, \(a\) lies between 0.01 and 0.02 nm.

For the proton, \(\sigma(>T_d)=3.05\times10^{-6}\) nm², so recoils at threshold have \(b=\sqrt{\sigma/\pi}\approx0.001\) nm, far inside the screening length. Orbits from (7) lower \(T^2d\sigma/dT\) at \(T_d\) by 3.9 %.

A second estimate is the Born approximation, in which the amplitude is proportional to the Fourier transform of \(V\). Each term \(e^{-\alpha_ir/a}/r\) transforms to \(4\pi/(q^2+\alpha_i^2/a^2)\), against \(4\pi/q^2\) for the Coulomb potential. The cross-section is multiplied by

\[
\left[\sum_i\frac{c_iq^2}{q^2+\alpha_i^2/a^2}\right]^2,\qquad q=\frac{\sqrt{2M_2T}}{\hbar},
\]

since \(\hbar q\) is the recoil momentum. This gives a reduction of 0.09 %. The Born approximation requires \(\kappa/(\hbar v)\ll1\), but here this ratio is 2.2, so its much smaller figure is not reliable. The orbit value is the better guide, and it still leaves the proton spectrum close to Rutherford's.

Now replace the proton by a 30 keV boron ion, keeping the silicon target and the energy intervals. By (5), \(C\propto M_1Z_1^2/E\) grows by about \(11\times25\times33\approx9000\). The Coulomb impact parameter at threshold grows by the square root, about 95, to roughly 0.09 nm. This is well outside the screening length, so (4) cannot hold there. The orbits give the following recoil energies, relative to the value \(C\ln10\) for bare boron:

- 15–150 eV: 0.115
- 150–1500 eV: 0.313
- 1500–15 000 eV: 0.568

The energy per decade rises about fivefold. From the factor \(10^{2-p}\) in (c), the ratios \(0.313/0.115=2.7\) and \(0.568/0.313=1.8\) correspond to effective exponents \(p\approx1.6\) and \(1.7\). Equal sharing down to the threshold requires that even the softest damaging recoils come from impact parameters well inside the screening length. The proton meets this condition and this dopant implant does not.

## (g) Find the damage in the proton-irradiated layer and judge the assumptions.

**Solution.** If damage from different protons simply adds and the recoils stop inside the layer, the energy density is fluence times \(N\) times the energy-weighted cross-section. The recoil energy density is

\[
1\times49.94\times4.165\times10^{-4}=0.0208\ \text{eV nm}^{-3}.
\]

The damage-energy cross-section is \(3.09\times10^{-4}\) eV nm², 74 % of \(S\), which gives 0.0154 eV nm⁻³. The NRT contributions of the four intervals add to \(9.11\times10^{-6}\) nm². A fraction \(9.1\times10^{-6}\) of the atoms is therefore displaced, or \(4.5\times10^{17}\) cm⁻³. Applying \(0.4\nu/T_d\) to all recoils would give \(0.4\times3.09\times10^{-4}/15=8.2\times10^{-6}\); the excess near threshold adds about a tenth. With the threshold on \(\nu\) instead, the excess is 6 %, the fraction \(8.7\times10^{-6}\) and the density \(4.4\times10^{17}\) cm⁻³. The small displaced fraction means that a proton rarely strikes an atom already displaced, which supports adding the contributions.

The proton also slows down. The Bethe formula, taken here as given, is

\[
-\frac{dE}{dx}=\frac{4\pi NZ_2}{m_ev^2}\left(\frac{e^2}{4\pi\varepsilon_0}\right)^2\ln\frac{2m_ev^2}{I}.
\]

With the mean excitation energy set to \(I=173\) eV, a chosen input that enters only through the logarithm, and with the stopping power held at its entrance value, it gives a loss of about 42 keV in the layer, and \(C\) rises by about 4.4 % from front to back. The damage figures above use the entrance energy and the bare potential. Including screening and averaging over the layer changes the displaced fraction to \(9.2\times10^{-6}\), or \(4.6\times10^{17}\) cm⁻³. Each thin slice still has a flat recoil-energy distribution up to its own \(T_m\), so the sum is flat up to the \(T_m\) at the exit. Over a full stopping track this fails at low \(T\) as well as high. A recoil of given \(T\) can be made only while the local \(T_m\) exceeds \(T\), so softer recoils collect from more of the track, and \(C\propto1/E\) weights its slow end. The energy per unit \(\ln T\) then falls from each interval to the next, though screening weakens the excess at low \(T\).

Two further assumptions are safe here. Relativity changes \(T_m\) by 0.05 %. The closest approach, 20.9 fm, is well above the summed nuclear radii of roughly 4.8 fm.

In real devices, MeV protons are used to shorten carrier lifetime and to form hydrogen-related donors in silicon. In this model the displacement density is proportional to the fluence as long as the displaced fraction stays small, so the result can be scaled to other fluences. The threshold of 15 eV is a rough value, and the real one depends on direction. One assumption clearly fails, namely that displaced atoms stay where they are. Vacancies and interstitials are mobile in silicon at room temperature and most of them recombine, so the stable defect density can lie below \(4.5\times10^{17}\) cm⁻³ by a factor of ten or more, a rough figure that this model cannot supply. Channelling along crystal axes, which reduces close collisions, is also left out. The numerical output below lists the values for each interval.

## Table of computed values

```
proton energy 1.0 MeV; threshold Td 15 eV
fluence 1.0e+14 cm^-2; layer 1.0 um
silicon: mass 28.085 u, lattice parameter 0.5431 nm
silicon atom density 49.94 nm^-3
proton mass 1.00728 u; e^2/(4 pi eps0) 1.43996 eV nm
centre-of-mass energy 965.4 keV
maximum recoil energy Tm 133.70 keV
collision diameter d 20.88 fm
spectrum constant C 4.5791e-05 eV nm^2
C ln 10 1.0544e-04 eV nm^2
ln(Tm/Td) 9.0953
interval 1: 15 to 150 eV, width in ln T 2.3026
  recoil energy 1.0544e-04 eV nm^2; per ln T 4.5791e-05
  share of recoils 90.0101 %
  damage energy 9.0674e-05 eV nm^2; per ln T / C 0.8600
  displacements 3.2837e-06 nm^2; per ln T 1.4261e-06 nm^2
interval 2: 150 to 1500 eV, width in ln T 2.3026
  recoil energy 1.0544e-04 eV nm^2; per ln T 4.5791e-05
  share of recoils 9.0010 %
  damage energy 8.4875e-05 eV nm^2; per ln T / C 0.8050
  displacements 2.2633e-06 nm^2; per ln T 9.8296e-07 nm^2
interval 3: 1500 to 15000 eV, width in ln T 2.3026
  recoil energy 1.0544e-04 eV nm^2; per ln T 4.5791e-05
  share of recoils 0.9001 %
  damage energy 7.6306e-05 eV nm^2; per ln T / C 0.7237
  displacements 2.0348e-06 nm^2; per ln T 8.8372e-07 nm^2
interval 4: 15000 to 133699 eV, width in ln T 2.1875
  recoil energy 1.0017e-04 eV nm^2; per ln T 4.5791e-05
  share of recoils 0.0888 %
  damage energy 5.7224e-05 eV nm^2; per ln T / C 0.5713
  displacements 1.5260e-06 nm^2; per ln T 6.9757e-07 nm^2
recoil cross-section above Td 3.0524e-06 nm^2
mean recoil energy 136.4 eV
half-energy point sqrt(Td Tm) 1416 eV
Lindhard energy unit 41.07 keV; k 0.1466
nu/T at Td 0.8822; at Tm 0.4490
largest fit deviation from integral equation 2.3 %
total recoil energy 4.1649e-04, damage energy 3.0908e-04 eV nm^2
recoil energy density 2.0799e-02 eV nm^-3
damage energy density 1.5436e-02 eV nm^-3
displacement density 4.548e+17 cm^-3
displaced fraction of atoms 9.108e-06
screening change at Td: classical -3.89 %
screening change at Td: Born -0.086 %
Bethe loss in layer 42.4 keV (mean excitation 173 eV)
rise of C across layer 4.42 %
relativistic change of Tm 0.046 %
sum of nuclear radii, rough 4.8 fm
boron contrast: 30 keV, Tm 24.28 keV
  boron 15 to 150 eV: energy / Coulomb value 0.115
  boron 150 to 1500 eV: energy / Coulomb value 0.313
  boron 1500 to 15000 eV: energy / Coulomb value 0.568
```
